The binary thermodynamic factor as a curvature of the Gibbs energy, part 2

A homogeneous solution contains n_A moles of A and n_B moles of B, n in total; x = n_B/n. A prime means d/dx at fixed temperature T and pressure p. G(x) is the Gibbs energy per mole of atoms, μ_A and μ_B are the chemical potentials, and R is the gas constant. The activity a_B = γ_B x is defined by μ_B = μ_B° + RT ln a_B, with μ_B° independent of x. The thermodynamic factor Φ = d ln a_B/d ln x and its counterpart Φ_A for A satisfy

Φ = (x/RT) μ_B′,   (1)

Φ_A = −((1 − x)/RT) μ_A′.

Also,

∂x/∂n_B = (1 − x)/n,  ∂x/∂n_A = −x/n.

A first derivation, from an extensive Gibbs energy and the tangent to G(x), gave Φ_A = Φ and the identity

Φ = x(1 − x) G″/(RT).   (9)

The second derivation, below, does not use this result.

With mobilities M_A and M_B, the interdiffusion coefficient is

D = RTΦ[(1 − x)M_B + xM_A].

The model solution has the excess energy G_ex = x(1 − x)[L0 + L1(1 − 2x)], with L0 = 12000 J/mol and L1 = 4000 J/mol, so that

G_ex″ = −2L0 − 6L1(1 − 2x),

Φ = 1 + x(1 − x)G_ex″/(RT).   (10)

At x = 0.30, G_ex″ = −33600 J/mol; at 1000 K, G″ = 5992.68 J/mol and Φ = 0.1514.

The second derivation starts from work. At fixed T and p, μ_B dn_B is the reversible work, apart from the work against the pressure, needed to add dn_B moles of B; μ_A dn_A is the work for A. First, the potentials are assumed to be intensive, depending on x but not on sample size, and differentiable. Secondly, the total work is assumed to be zero when the solution returns to its original amounts. Apply the second assumption to a small cycle of four steps:

1. Add dn_A of A.
2. Add dn_B of B.
3. Remove dn_A of A.
4. Remove dn_B of B.

In steps 1 and 3 the same amount of A is added and removed, but the solution contains dn_B more of B in step 3. To second order in the small amounts, these two steps together cost

−(∂μ_A/∂n_B) dn_B dn_A.

The change of μ_A during a single step, caused by the A added in that step, appears with opposite signs in steps 1 and 3 and cancels to this order. Likewise, B is added in step 2 when the solution contains dn_A more of A than it does in step 4. These two steps cost

+(∂μ_B/∂n_A) dn_A dn_B.

The sum must vanish for any small amounts, so

∂μ_B/∂n_A = ∂μ_A/∂n_B.   (12)

Adding A changes the potential of B at the same rate as adding B changes the potential of A.

Now use the first assumption. Since the potentials depend on the amounts only through x, the chain rule gives

∂μ_B/∂n_A = μ_B′(−x/n),
∂μ_A/∂n_B = μ_A′(1 − x)/n.

Inserting these in (12) and multiplying by n gives −xμ_B′ = (1 − x)μ_A′, or

(1 − x)μ_A′ + xμ_B′ = 0.   (13)

This is the Gibbs–Duhem relation at fixed T and p. The two potentials cannot vary independently. If one rises with x, the other falls, and the changes are in inverse proportion to the mole fractions. In a solution dilute in B, a large change of μ_B is accompanied by a small change of μ_A.

Multiplying (13) by 1/(RT) and comparing with the two expressions for the factors gives Φ − Φ_A = 0. The equality of the two factors is thus the Gibbs–Duhem relation in another form.

### The exchange potential and the identity

Consider one mole of atoms of the solution, and replace dx moles of A by dx moles of B. The total number of atoms stays the same. The work is μ_B dx for the added B and −μ_A dx for the removed A. Because the sample remains one mole of atoms, this work is the change of its Gibbs energy G:

dG = (μ_B − μ_A) dx.

Hence

G′ = μ_B − μ_A,
G″ = μ_B′ − μ_A′.   (14)

G″ measures how the cost of exchanging an A atom for a B atom grows as B accumulates. To relate it to B alone, solve (13) for μ_A′:

μ_A′ = −xμ_B′/(1 − x).

Insert this in (14):

G″ = μ_B′[1 + x/(1 − x)] = μ_B′ (1 − x + x)/(1 − x) = μ_B′/(1 − x).   (15)

Thus μ_B′ = (1 − x)G″, and with Φ = (x/RT)μ_B′,

Φ = x(1 − x)G″/(RT).

This is the identity again. Equation (15) also shows how the curvature is shared. The part of G″ due to B is μ_B′ = (1 − x)G″, and the part due to A is −μ_A′ = xG″. Each component contributes in proportion to the mole fraction of the other. At x = 0.30, 70 % of the curvature comes from the potential of B and 30 % from that of A.

### The sign of the factor and stability

The exchange of atoms also shows what a negative factor means. Divide one mole of a homogeneous solution into two equal halves. Transfer B from the second to the first and an equal amount of A the other way, until their mole fractions are x + h and x − h.

At an intermediate stage the mole fractions are x + s and x − s. To increase s by ds, ds/2 moles of A must be replaced by B in the first half, since it contains half a mole, and the reverse replacement must be made in the second. The work is

(ds/2)[G′(x + s) − G′(x − s)].

To leading order the square bracket is 2sG″(x), so the work is G″ s ds. Summing from s = 0 to s = h gives the change of Gibbs energy

ΔG = h²G″/2 = h²RTΦ/[2x(1 − x)].   (16)

If Φ is positive, a small separation costs Gibbs energy and the solution is stable against it. If Φ is negative, separation lowers the Gibbs energy and the homogeneous solution is locally unstable. With positive mobilities the interdiffusion coefficient of the first half is then negative, and a composition difference grows. The compositions at which Φ passes through zero form the spinodal.

This argument leaves out the energy of the transition region between the halves and any strain from a difference in their lattice parameters. Strain can stabilize a solution for which (16) is negative. The energy of the transition region can prevent separation only over short distances, because its share becomes small when the separated regions are large. Nor does a positive Φ prove that the solution is the most stable state, since (16) compares it with neighbouring compositions alone. A separation into two distant compositions may still lower the Gibbs energy.

Wherever the equilibrium state is a mixture of two phases, a range that extends beyond the spinodal into compositions where Φ is positive, G(x) must be the smooth curve of the homogeneous phase. If it is replaced by the common tangent of an equilibrium two-phase mixture, its second derivative is zero. This says correctly that the potentials do not change with the overall composition of the mixture, but it is not the factor for diffusion within either phase.

### The model solution cooled and its signs reversed

For the model solution, the excess curvature of the first half gives

Φ = 1 − x(1 − x)[2L0 + 6L1(1 − 2x)]/(RT).

The second column below is for the given parameters at 1000 K, the third for both L0 and L1 reversed in sign.

x    Φ    Φ, signs reversed
0.1    0.532    1.468
0.3    0.151    1.849
0.5    0.278    1.722
0.7    0.636    1.364
0.9    0.948    1.052

Reversing the signs reverses Φ − 1, so the two values in each row add to 2. The columns are not symmetric about x = 0.5. At x = 0.1 the square bracket is 24000 + 19200 = 43200 J/mol, while at x = 0.9 it is 24000 − 19200 = 4800 J/mol. The term in L1 causes the difference.

Return to x = 0.30. At 1000 K and with h = 0.01, equation (16) gives

ΔG = 0.5 × 10⁻⁴ × 5992.68 = 0.2996 J/mol.

The direct difference of Gibbs energies is 0.2999 J/mol. At 800 K the ideal part of the curvature is smaller, the excess part is unchanged, and the sum is G″ = −1925.86 J/mol. This corresponds to Φ = −0.061. Equation (16) now gives −0.0963 J/mol, and the direct difference is −0.0961 J/mol. The solution that resists a small separation at 1000 K is unstable against it at 800 K.

Both direct values lie slightly above the estimates. The next term in the expansion of ΔG is h⁴G⁗/24, where G⁗ is the fourth derivative. The excess energy is a cubic in x and does not contribute to it, so

G⁗ = 2RT[1/x³ + 1/(1 − x)³],

which is positive. The term amounts to 0.0003 J/mol at 1000 K and 0.0002 J/mol at 800 K, as observed.

The factor at x = 0.30 vanishes when RT equals 0.21 × 33600 = 7056 J/mol, that is at

T = 7056/8.314463 = 848.6 K.

This is the spinodal temperature for this composition in this model. It rests on the assumption that L0 and L1 do not vary with temperature.

### A finite ring of atoms

Both derivations treat a large sample. A small one shows where this enters. Place n atoms on a ring of n sites. Each A–B neighbour pair costs an energy w, and like pairs cost nothing. The model has no volume work, so its free energy at fixed amounts takes the place of the Gibbs energy. In units of kT, where k is the Boltzmann constant, it is minus the logarithm of the sum of exp(−w n_AB/kT) over all arrangements, n_AB being the number of A–B pairs. In this section n_A and n_B are numbers of atoms.

Suppose that the A atoms form r unbroken runs, separated by r runs of B. There are then 2r unlike pairs. Dividing n_A atoms into r non-empty runs means choosing r − 1 of the n_A − 1 gaps between them, which can be done in C(n_A − 1, r − 1) ways, where C is the binomial coefficient. The same holds for B. The first A run can start at any of n sites, but each arrangement is then counted r times, once for each A run that may be called the first. The number of arrangements is

(n/r) C(n_A − 1, r − 1) C(n_B − 1, r − 1).

For ten atoms with four B, the free energy from this count was tested against a direct enumeration.

The factor can now be found in two ways. One adds B atoms at fixed n_A and follows the change of μ_B, which is the definition of Φ. The other exchanges A for B at fixed n and uses the curvature. For w/kT = 0.5 and x = 0.30 the results are:

400 atoms: 0.6330 by adding, 0.6354 by exchange.
4000 atoms: 0.6391 by adding, 0.6393 by exchange.

The differences are 0.0024 and 0.00024. They fall by a factor of ten when the ring is ten times larger. This is what a smooth correction to extensivity would give. If the free energy is n f(x) + g(x) + c ln n, with a constant c, its first term obeys the identity. Each derivative with respect to an amount brings a factor 1/n, so the second derivatives of the last two terms are of order 1/n², against 1/n for the first. The two routes then differ by an amount of order 1/n. The identity is a statement about bulk material, and no form of the excess energy had to be assumed for the ring to approach it.

### What each derivation assumes

The first derivation assumes a twice differentiable Gibbs energy that is extensive. The potentials are calculated from it, and the Gibbs–Duhem relation is a consequence: μ_A′ = −xG″ and μ_B′ = (1 − x)G″ satisfy (13) identically. The second assumes differentiable, intensive potentials whose work around a closed cycle vanishes. It needs neither the tangent construction nor an extensive total energy at the outset, and the Gibbs–Duhem relation is its central step.

For a bulk phase the two sets of assumptions are equivalent. To see that the second leads back to the first, form

G_tot = n_A μ_A + n_B μ_B,

which is extensive because the potentials are intensive. Its derivative with respect to n_B is

μ_B + n_A μ_A′(1 − x)/n + n_B μ_B′(1 − x)/n = μ_B + (1 − x)[(1 − x)μ_A′ + xμ_B′] = μ_B,

where the last step is (13). In the same way, the derivative with respect to n_A is μ_A. An extensive Gibbs energy with the right potentials therefore exists.

The derivations differ in how they respond to imperfect data. A single function G(x), even an inaccurate one, gives equal factors for A and B, so their agreement says nothing about its accuracy. Separately measured activities need not satisfy (13). Let Φ_B = (x/RT)μ_B′ be the value obtained from B. If a Gibbs energy is constructed from such data by integrating G′ = μ_B − μ_A, its curvature gives

x(1 − x)(μ_B′ − μ_A′)/(RT) = (1 − x)Φ_B + xΦ_A.

The curvature formula then returns a weighted mean of two conflicting factors. If G is instead formed as (1 − x)μ_A + xμ_B, its slope contains the additional term (1 − x)μ_A′ + xμ_B′, which no longer vanishes, and the curvature formula can give a value outside the range between the two factors. The conflict itself is

Φ_B − Φ_A = [xμ_B′ + (1 − x)μ_A′]/(RT),

which measures the violation of the Gibbs–Duhem relation.

They also differ in the number of derivatives taken. Suppose that the data contain a ripple of amplitude ε and period λ in x. In G(x) it produces an error in Φ of amplitude

x(1 − x) 4π²ε/(λ²RT),

taking x(1 − x) as constant over one period. The same ripple in μ_B produces

x 2πε/(λRT).

The first is larger by the factor 2π(1 − x)/λ, which is large for a short period unless x is close to 1. A Gibbs energy that looks accurate on a graph can therefore give a poor thermodynamic factor.

Neither derivation gives the whole driving force when their common ground is missing: when a third independent component is present, when temperature or pressure varies along with x, or when elastic energy makes the potentials depend on more than the local composition. The derivative with respect to x alone then no longer describes the whole change of chemical potential. The values for the model solution and the ring are collected in the numerical output below.

Values computed for the example and the checks

```
gas constant R = 8.314463 J/(mol K)
L0 = 12000 J/mol
L1 = 4000 J/mol
pure A Gibbs energy = -40000 J/mol
pure B Gibbs energy = -55000 J/mol
main temperature = 1000 K
main mole fraction x of B = 0.30
RT = 8314.46 J/mol
G = -46723.01 J/mol
dG/dx = -18284.83 J/mol
mu_A = -41237.56 J/mol
mu_B = -59522.39 J/mol
activity a_B = 0.5805
activity coefficient gamma_B = 1.9349
d2G/dx2 = 5992.68 J/mol
Phi from curvature = 0.151358
Phi from activity of A = 0.151358
Phi from activity of B = 0.151358
half-width h of composition interval = 0.01
mu_B(x+h)-mu_B(x-h), direct = 84.071 J/mol
same difference from Phi at x = 83.898 J/mol
same difference, ideal solution = 554.503 J/mol
Phi at 1000 K: x, L0 and L1 as given, both signs reversed
  0.1  0.5324  1.4676
  0.3  0.1514  1.8486
  0.5  0.2784  1.7216
  0.7  0.6363  1.3637
  0.9  0.9480  1.0520
lower temperature = 800 K
d2G/dx2 at x=0.30, lower temperature = -1925.86 J/mol
Phi at x=0.30, lower temperature = -0.0608
G change on splitting, 1000 K = 0.2999 J/mol
G change on splitting, 800 K = -0.0961 J/mol
temperature where Phi=0 at x=0.30 = 848.64 K
ring: A-B bond energy over kT = 0.5
ring of 400 atoms, x=0.30: Phi by adding B = 0.63303, by exchange = 0.63540
ring of 4000 atoms, x=0.30: Phi by adding B = 0.63907, by exchange = 0.63931
```
